# Peak nonlinearity of a double Schottky barrier with fixed interface charge

## The trouble with a linear barrier

A varistor is characterized by the exponent

$$\alpha=\frac{d\ln J}{d\ln V},$$

where $J$ is the current density and $V$ the voltage. Suppose that a grain-boundary barrier keeps falling at its initial rate, by half of $qV$. The current then grows as $\exp(qV/2kT)$, and $\alpha=qV/2kT$ rises in proportion to the voltage until the barrier is gone. For a 0.8 eV barrier at 300 K this gives $\alpha\approx31$ at 1.6 V, where such a barrier would vanish. For a fixed interface charge and two grains with the same uniform doping the correct value is half of that, and it is the largest such a boundary can reach. Without this result one would overestimate how sharply the boundary clamps a voltage, and would deduce a wrong barrier height from a measured exponent.

## Model and conventions

Two identical n-type grains with donor density $N$ and permittivity $\varepsilon$ meet at the plane $x=0$. The plane holds $Q$ electrons per unit area, and $Q$ does not change with bias. This describes interface states that exchange no charge during the measurement, while the depletion edges follow the voltage. At high current this needs states that are already full, or a very short pulse: an empty state with capture cross-section $\sigma$ catches an electron in a time of about $q/\sigma J$, some 50 µs for $\sigma=10^{-16}$ cm² at the 34 A/cm² of the example below.

$V$ is the voltage over one boundary. The left grain emits electrons, and the right grain is lowered in electron energy by $qV$. Energies are measured from the conduction-band edge in the neutral left grain. The band bendings on the two sides are $\phi_L$ and $\phi_R$, both equal to $\phi_0$ at zero bias. The Fermi level of a neutral grain lies $\zeta$ below its band edge.

At first the depleted layers are taken as free of electrons, with sharp edges. Electrons obey Maxwell–Boltzmann statistics, and each one that reaches the interface with enough normal energy crosses it.

## How bias divides between the two sides

The band-edge energy is $E_c=-q\psi$, with $\psi$ the electrostatic potential. Poisson's equation $\psi''=-qN/\varepsilon$ therefore becomes $E_c''=q^2N/\varepsilon$. The field vanishes at the depletion edges $-x_L$ and $x_R$, so two integrations give

$$E_c=\frac{q^2N}{2\varepsilon}(x+x_L)^2\quad(x<0),\qquad
E_c=-qV+\frac{q^2N}{2\varepsilon}(x_R-x)^2\quad(x>0).$$

Hence $\phi_{L,R}=q^2Nx_{L,R}^2/2\varepsilon$. Continuity at $x=0$ and overall neutrality require

$$\phi_R-\phi_L=qV,\qquad N(x_L+x_R)=Q.$$

At $V=0$ both widths equal $x_0=Q/2N$, so

$$\phi_0=\frac{q^2Q^2}{8\varepsilon N}.$$

Under bias, factor the difference of squares:

$$qV=\frac{q^2N}{2\varepsilon}(x_R-x_L)(x_R+x_L)=\frac{q^2Q}{2\varepsilon}(x_R-x_L).$$

Thus $x_R-x_L=2\varepsilon V/(qQ)$. The sum of the widths is fixed at $2x_0$, so each width moves by half this difference. Relative to $x_0$ the move is

$$\frac{\varepsilon V}{qQx_0}=\frac{2\varepsilon NV}{qQ^2}=\frac{qV}{4\phi_0}\equiv v .$$

Therefore $x_L=x_0(1-v)$, $x_R=x_0(1+v)$, and

$$\boxed{\phi_L=\phi_0\left(1-\frac{qV}{4\phi_0}\right)^2},\qquad \phi_R=\phi_0(1+v)^2 .$$

The initial slope is $d\phi_L/d(qV)=-1/2$: the two sides share a small bias equally. As the left layer shrinks, more of each added volt falls on the right, where it does nothing for emission. The barrier vanishes at $qV=4\phi_0$, where the model ends.

## Thermionic current

In the left grain the occupation is $f=\exp[-(p^2/2m+\zeta)/kT]$, with effective mass $m$. Electrons pass if $p_x^2/2m>\phi_L$. With two spin states per volume $h^3$ of phase space,

$$J_\rightarrow=\frac{2q}{h^3}\int\frac{p_x}{m}\,f\,d^3p .$$

The transverse integral gives $2\pi mkT$. The normal one, with $d(p_x^2/2m)=p_x\,dp_x/m$, gives $kT\,e^{-\phi_L/kT}$. So

$$J_\rightarrow=AT^2e^{-(\phi_L+\zeta)/kT},\qquad A=\frac{4\pi qmk^2}{h^3}.$$

Electrons returning from the right face the barrier $\phi_R=\phi_L+qV$, so their flux is smaller by $e^{-qV/kT}$. The net current is

$$J=AT^2e^{-(\phi_L+\zeta)/kT}\left(1-e^{-qV/kT}\right).$$

Fermi–Dirac occupation replaces $f$ by $f-f^2+\dots$. In $f^2$ the exponent is doubled, which halves each of the two energy integrals. The forward current is therefore reduced by the fraction $\tfrac14e^{-(\phi_L+\zeta)/kT}$ to leading order. In the example below this is only $3\times10^{-4}$ even at 2.2 V. This holds at fixed $\zeta$. At fixed $N$, Fermi–Dirac statistics also reduce $\zeta$, here by 0.22 meV, which raises the current by about 0.9% at every voltage and leaves the exponent unchanged.

## The exponent and its maximum

Let $u=qV/kT$ and $b=\phi_0/kT$. Then

$$\ln J=\text{const}-b\left(1-\frac{u}{4b}\right)^2+\ln(1-e^{-u}).$$

The derivative of the second term with respect to $u$ is $\tfrac12(1-u/4b)$, and that of the third is $1/(e^u-1)$. Since $\alpha=u\,d\ln J/du$,

$$\alpha=\frac u2-\frac{u^2}{8b}+\frac{u}{e^u-1}.$$

The first and last terms combine through

$$\frac u2+\frac u{e^u-1}=\frac u2\,\frac{e^u+1}{e^u-1}=\frac u2\coth\frac u2,$$

which gives

$$\boxed{\alpha=\frac u2\coth\frac u2-\frac{u^2}{8b}} .$$

For $u\to0$ this tends to 1, which is ohmic conduction. For $u\gg1$ the hyperbolic cotangent is 1. With $u=4bv$,

$$\alpha\simeq2b\,v(1-v)=\frac b2-2b\left(v-\frac12\right)^2 .$$

The maximum is at $v=1/2$:

$$qV_{\rm peak}=2\phi_0,\qquad \alpha_{\max}=\frac{\phi_0}{2kT}.$$

Two factors compete. The voltage $V$, which converts a slope in $V$ into a slope in $\ln V$, grows. The rate at which the barrier falls shrinks as $1-v$. Their product is largest halfway to the point where the barrier vanishes. The barrier still standing there is $\phi_0/4$, and it must be well above $kT$ for the thermionic picture to hold. This requires $\phi_0\gg4kT$, about 0.1 eV at room temperature.

## When a maximum exists

Set $x=u/2$, so that $\alpha=x\coth x-x^2/2b$. The product $\sinh x=x\prod_{n\ge1}(1+x^2/n^2\pi^2)$ has the logarithmic derivative

$$\coth x=\frac1x+\sum_{n\ge1}\frac{2x}{x^2+n^2\pi^2}.$$

Multiplying by $x$, differentiating $\alpha$, and dividing by $x$ gives the stationary condition

$$\sum_{n\ge1}\frac{4n^2\pi^2}{(x^2+n^2\pi^2)^2}=\frac1b .$$

Each term on the left decreases with $x$. The sum starts at $\sum4/(n^2\pi^2)=2/3$ and tends to zero. There is thus one solution if $b>3/2$ and none with $x>0$ if $b\le3/2$. In the latter case $\alpha$ falls steadily from 1.

The solution lies inside the allowed range $x<2b$. The stationary condition can also be written $x=b\,(x\coth x)'$, where

$$(x\coth x)'=\frac{\sinh2x-2x}{\cosh2x-1}.$$

This is less than 1 because $1-e^{-2x}<2x$, so $x<b$. For large $b$ the derivative differs from 1 by terms of order $xe^{-2x}$, and the solution approaches $x=b$, that is, $qV=2\phi_0$, with an exponentially small error.

Numerical scans of the exponent agree: the largest value is 0.99999 for $b=1.4$ and 1.00511 for $b=1.6$. This threshold belongs to the formula rather than to real boundaries, because a barrier of $1.5\,kT$ does not deplete the grain.

## Electrons at the depletion edges

The depletion edge is not sharp. With Boltzmann electrons in equilibrium with the left grain,

$$E_c''=\frac{q^2N}{\varepsilon}\left(1-e^{-E_c/kT}\right).$$

Multiply by $E_c'$ and integrate from the neutral grain, where $E_c=E_c'=0$, to the interface:

$$\frac12(E_c')^2=\frac{q^2N}{\varepsilon}\left[\phi_L-kT\left(1-e^{-\phi_L/kT}\right)\right]\simeq\frac{q^2N}{\varepsilon}(\phi_L-kT).$$

The last form needs $\phi_L$ of several $kT$. The right side obeys the same relation with $\phi_R$. Gauss's law fixes the sum of the two slopes at $q^2Q/\varepsilon$, as before, and the difference of the bendings is still $qV$. The earlier algebra therefore holds for $\phi_L-kT$ and $\phi_R-kT$:

$$\phi_L=kT+\phi_d\left(1-\frac{qV}{4\phi_d}\right)^2,\qquad \phi_d=\frac{q^2Q^2}{8\varepsilon N}=\phi_0-kT .$$

The constant $kT$ drops out of the derivative, so

$$\alpha_{\max}\simeq\frac{\phi_0-kT}{2kT}=\frac{\phi_0}{2kT}-\frac12 .$$

Here $\phi_0$ is the true zero-bias barrier.

## Worked example

Take rough, round values in the regime of a ceramic zinc-oxide varistor: $\phi_0=0.8$ eV, $T=300$ K, $N=10^{17}$ cm$^{-3}$, relative permittivity 8.5, effective mass 0.3 electron masses, mobility 100 cm²/Vs and grain size 10 µm. Then $kT=0.02585$ eV and $b=30.9$. The interface holds $1.73\times10^{12}$ electrons/cm², and each depleted layer is 87 nm wide at zero bias.

The peak is at $V=2\times0.8=1.6$ V, with

$$\alpha_{\max}=\frac{0.8}{2\times0.02585}=15.5 .$$

There the barrier is $0.8/4=0.2$ eV and the widths are 43 and 130 nm. With $A=36.05$ A/(cm² K²) and $\zeta=0.096$ eV,

$$J=36.05\times300^2\times e^{-(0.200+0.096)/0.02585}\approx34\ \text{A/cm}^2 .$$

An independent calculation found the widths from charge balance, integrated the Fermi–Dirac flux over momentum, and differentiated the current numerically. Its maximum was 15.473 at 1.6000 V, against 15.473 from the formula. A grid solution of Poisson's equation with the electron tails gave a peak of 14.97, equal to $(\phi_0-kT)/2kT$ to that precision. The peak exponent is thus about 15 with or without the tails.

The maximum is broad: $\alpha$ is 14.5 at both 1.2 and 2.0 V. Between these voltages the current rises from 0.443 to 1014 A/cm², so the mean exponent is $\ln(1014/0.443)/\ln(2.0/1.2)\approx15.1$. If $\phi_0$ stays at 0.8 eV while the temperature rises to 400 K, the peak drops to 11.6.

## What the example neglects

**Quantum transmission.** Electrons tunnel near the top of the barrier, and some with enough energy are reflected. Solving the one-dimensional wave equation for this barrier multiplies the current at 1.6 V by 1.61 and changes the exponent there by $-0.36$.

**Scattering near the top.** Thermionic emission assumes that carriers are supplied and removed freely. For a finite mobility $\mu$, write the electron density as $n=N_ce^{(F-E_c)/kT}$, with $F$ the local quasi-Fermi energy and $N_c$ the effective density of states, and let $w=e^{F/kT}$. The current $J=\mu n|dF/dx|=\mu kTN_ce^{-E_c/kT}|dw/dx|$ makes $w$ fall by $(J/\mu kTN_c)\int e^{E_c/kT}dx$ over the two layers. Emission across the interface, $J=qv_eN_ce^{-\phi_L/kT}\Delta w$, needs a further fall $\Delta w$. The bias fixes the total fall, so finite mobility multiplies the current by $1/(1+v_e/v_d)$, where

$$v_e=\sqrt{\frac{kT}{2\pi m}},\qquad v_d=\frac{\mu kT}{q\int e^{(E_c-\phi_L)/kT}dx},$$

and the integral covers both depleted layers. At 1.6 V the factor is 0.57, and the exponent changes by $-0.37$. This estimate keeps the mobility constant at high field. It is also only rough, because drift and diffusion describe the motion well only if the mean free path is much shorter than the distance over which the barrier falls by $kT$. Here the mean free path is about 3 nm, while that distance is 2.9 nm on the left and 0.9 nm on the right.

**Grain resistance.** Let $R$ be the grain's resistance times area. The total voltage is $V+JR$. Since $dV=V\,d\ln J/\alpha$, the measured exponent is

$$\alpha_{\rm tot}=\frac{V+JR}{V/\alpha+JR}.$$

At 1.6 V the drop $JR$ is only 0.021 V, but it competes with $V/\alpha=0.103$ V, not with $V$. The measured exponent there is $1.621/0.125\approx13.0$. Its peak moves down to 1.36 V, with height 14.9.

The tails and the resistance, each taken alone, lower the height of the peak by about 0.5 and 0.6. Transmission and scattering each lower the exponent at 1.6 V by about 0.4. Simple addition would leave a peak of about 13.6, but this overstates the loss because it ignores the shift of the peak voltage. Treating transmission and scattering as independent factors on the current and applying all four corrections together gives a peak of about 14, near 1.35 V.

**Heating.** At 1.6 V, with the power $JV$ spread over a 10 µm grain, a rough heat capacity of 3 J/(cm³ K) and no heat loss, the temperature initially rises at 18 K per millisecond. At fixed voltage the rise then accelerates, because the current grows with temperature. The isothermal result at this current therefore applies only to pulses much shorter than a millisecond.

## When the interface charge is not fixed

Suppose that empty interface states first accept electrons and hold the barrier at $\phi_0$, until the charge saturates at $Q_m=rQ$ with $r>1$. From then on the charge is fixed again, but the relevant barrier parameter is $\phi_m=r^2\phi_0$, because it scales as the square of the charge. The barrier begins to fall when

$$\phi_m(1-v_m)^2=\phi_0,\qquad v_m=\frac{qV}{4\phi_m}=1-\frac1r .$$

If $r<2$, this happens before $v_m=1/2$, and the later peak is

$$\alpha_{\max}=\frac{\phi_m}{2kT}=r^2\,\frac{\phi_0}{2kT},\qquad qV_{\rm peak}=2r^2\phi_0 .$$

For $r=1.2$ this gives $1.44\times15.47=22.3$ at 2.30 V; a calculation that solved for charge and barrier together gave the same values. The exponent no longer measures the zero-bias barrier. It measures the larger barrier that the saturated charge would support at zero bias.

Filling alone need not raise the exponent. With a uniform density of $10^{12}$ states/(eV cm²) that follow the Fermi level of the emitting grain and never saturate, the peak is 15.1, at 4.04 V. That voltage is at the limit of the model. An electron enters the right grain with up to $\phi_R=\phi_L+qV$ of kinetic energy, here above the rough 3.3 eV gap, so it may create electron–hole pairs.

## Comparison with real varistors

Zinc-oxide varistors commonly show exponents of several tens and switch at roughly 3 V per boundary; both figures are rough. With a 0.8 eV barrier the fixed-charge model gives 15.5 at 1.6 V, so with that barrier it does not describe their steepest region. The barrier may be higher than assumed, the interface charge may not be constant, or the donor density may be lower near the boundary than inside the grain, which makes the barrier fall more nearly in proportion to the voltage. If the charge changes, saturating states raise the exponent by the factor $r^2$ as long as $r<2$. At the peak the arrival energy is $\tfrac94\phi_m=1.8\,r^2$ eV, which reaches the gap at $r^2\approx1.83$, where $\alpha\approx28$. The gap is only a lower bound for creating an electron–hole pair: conservation of momentum raises the threshold, and energy lost to lattice vibrations raises the voltage needed. Once pairs are created, the holes can reach the interface and cancel part of its charge, which lowers the barrier further; that feedback is not calculated here. Conversely, $\phi_0\approx2kT\alpha_{\max}+kT$ may be used to find a barrier height only if the donor density is uniform and the same in both grains, the charge stays fixed during the measurement and the corrections above are small. Unequal doping changes how the bias divides: for the same 0.8 eV barrier the peak is about 16.8 if the collecting grain has twice the donor density of the emitting one, and about 14.2 if it has half. For identical boundaries in series the voltages add in proportion, so the exponent is that of a single boundary. The full set of values is in the numerical output below.

## Calculated quantities

```
temperature: 300 K
kT: 0.02585 eV
zero-bias barrier phi0: 0.8 eV
donor density: 1e+17 cm^-3
relative permittivity: 8.5
effective mass / electron mass: 0.3
mobility: 100 cm2/Vs
grain size: 10 um
b = phi0/kT: 30.945
interface charge Q0: 1.734e+12 electrons/cm2
Fermi depth zeta: 0.09615 eV
Richardson constant: 36.05 A/(cm2 K2)
width per side at V=0: 86.69 nm
widths at peak: left: 43.35 nm
widths at peak: right: 130 nm
interface field at peak, left: 0.09228 MV/cm
interface field at peak, right: 0.2768 MV/cm
V (V) | phiL (eV) | J (A/cm2) | alpha
0.1 | 0.7508 | 1.880e-08 | 1.96
0.4 | 0.6125 | 4.040e-06 | 6.77
0.8 | 0.4500 | 2.169e-03 | 11.60
1.2 | 0.3125 | 4.427e-01 | 14.51
1.6 | 0.2000 | 3.436e+01 | 15.47
2.0 | 0.1125 | 1.014e+03 | 14.51
2.4 | 0.0500 | 1.138e+04 | 11.60
Fermi-Dirac current loss at 2.2 V: 2.95e-04
phi0/(2kT): 15.473
numerical peak alpha: 15.473
numerical peak voltage: 1.6000 V
Poisson-Boltzmann: V (V) | barrier (eV) | law + kT (eV)
0.0 | 0.8259 | 0.8259
0.8 | 0.4759 | 0.4759
1.6 | 0.2258 | 0.2259
2.0 | 0.1383 | 0.1384
peak alpha with electron tails: 14.974
(phi0-kT)/(2kT): 14.973
peak voltage with tails (0.02 V grid): 1.56 V
largest alpha on scan, b=1.4: 0.99999
largest alpha on scan, b=1.6: 1.00511
largest alpha on scan, b=10.0: 4.99999
quantum/classical current at peak: 1.613
relative shift on grid halving: 2.5e-04
alpha change, quantum transmission: -0.355
current factor, drift-diffusion: 0.569
alpha change, drift-diffusion: -0.367
grain voltage drop at V=1.6 V: 0.02145 V
peak alpha with grain resistance: 14.85
total voltage at that peak: 1.362 V
uniform state density: 1e+12 /(eV cm2)
its peak alpha: 15.09 at 4.04 V
pinned, then Qmax/Q0=1.2: alpha 22.28 at 2.30 V
degeneracy shift of Fermi level: 0.222 meV
arrival energy at peak: 1.8 eV
arrival energy at V=4phi0/q: 3.2 eV
band gap, rough: 3.3 eV
heat capacity, rough: 3 J/(cm3 K)
adiabatic heating at peak: 18.33 K/ms
phi0/(2kT) at 400 K: 11.60
```
